# Source offset that flattens the film centre on a rotating substrate

## Question

I am working on an exercise about thickness uniformity in vapour deposition. A flat substrate rotates about its own normal. A small Lambertian source sits at height \(h\) below it, with its surface parallel to the substrate, displaced sideways from the rotation axis by a distance \(a\). I have to show that \(a=h/\sqrt2\) cancels the quadratic variation of the film thickness around the centre.

My attempt: a substrate point at distance \(r\) from the axis has a lateral distance \(\rho\) from the source that changes during a turn, with

\[
\rho^2=a^2+r^2-2ar\cos\varphi .
\]

The cosine averages to zero, so the mean of \(\rho^2\) is \(a^2+r^2\). The flux goes as \((h^2+\rho^2)^{-2}\), so I put in the mean and found

\[
\frac{t(r)}{t(0)}\approx\left(1+\frac{r^2}{h^2+a^2}\right)^{-2}\approx 1-\frac{2r^2}{h^2+a^2}.
\]

This is negative for every \(a\), so nothing can cancel. Where does the positive term come from? And if the quadratic term does vanish, is that offset also the best one for a wafer of finite size?

## Answer

Your geometry and your flux law are right. The fault is the order of two operations: you averaged \(\rho^2\) and then evaluated the flux, but the film collects the average of the flux. The flux is a curved function of \(\rho^2\), so the spread of \(\rho^2\) during a turn contributes too, and it does so at order \(r^2\).

### Assumptions and the flux law

I take the source to be small compared with \(h\), the flight to be collisionless, and every atom to stick where it lands. Emission and angular speed are constant, and the deposition lasts a whole number of turns. The relative thickness profile depends only on ratios of lengths, so any unit of length will do. No energy enters, because the cosine law is assumed whatever the source temperature.

Let the source emit \(N\) atoms into the half-space above it. A Lambertian source sends \(N\cos\theta/\pi\) atoms into unit solid angle; the factor \(1/\pi\) is there because \(\cos\theta\) integrates to \(\pi\) over the hemisphere. At distance \(d\), a substrate element of unit area covers the solid angle \(\cos\theta/d^2\). The angle is the same \(\theta\) because the two surfaces are parallel. With \(\cos\theta=h/d\) and \(d^2=h^2+\rho^2\), the number of atoms per area is \(N F(\rho)\), where

\[
F(\rho)=\frac{1}{\pi}\,\frac{h}{d}\,\frac{h}{d}\,\frac1{d^2}
=\frac{h^2}{\pi\,(h^2+\rho^2)^2}.
\]

As a check on the prefactor, put \(w=\rho^2\) and integrate over the whole plane:

\[
\int_0^\infty 2\pi\rho\,F\,d\rho
=h^2\int_0^\infty\frac{dw}{(h^2+w)^2}=1 .
\]

Every emitted atom is accounted for. If one atom occupies the volume \(\Omega\) in the film, the thickness is

\[
t(r)=N\Omega\,\langle F\rangle ,
\]

where the brackets denote the average over \(\varphi\) from \(0\) to \(2\pi\).

### The quadratic term

Write \(s=h^2+a^2\), the squared distance from the source to the substrate centre. Then

\[
h^2+\rho^2=s(1+\varepsilon),\qquad
\varepsilon=\frac{r^2-2ar\cos\varphi}{s}.
\]

At the centre \(\varepsilon=0\), so the thickness ratio is

\[
\frac{t(r)}{t(0)}=\left\langle(1+\varepsilon)^{-2}\right\rangle
=\left\langle 1-2\varepsilon+3\varepsilon^2-\dots\right\rangle .
\]

Although \(\varepsilon^2\) looks like a higher correction, \(\varepsilon\) contains a term linear in \(r\), whose square is of order \(r^2\). The two averages are

\[
\langle\varepsilon\rangle=\frac{r^2}{s},\qquad
\langle\varepsilon^2\rangle
=\frac{4a^2r^2\langle\cos^2\varphi\rangle}{s^2}+O(r^4)
=\frac{2a^2r^2}{s^2}+O(r^4),
\]

since \(\langle\cos\varphi\rangle=0\) and \(\langle\cos^2\varphi\rangle=1/2\). No odd power of \(r\) survives: replacing \(r\) by \(-r\) has the same effect as shifting \(\varphi\) by \(\pi\), which leaves the average unchanged. Therefore

\[
\frac{t(r)}{t(0)}
=1-\frac{2r^2}{s}+\frac{6a^2r^2}{s^2}+O(r^4).
\]

The first correction is the one you found. The second is the missing one. Over a common denominator,

\[
-\frac2s+\frac{6a^2}{s^2}
=\frac{-2(h^2+a^2)+6a^2}{(h^2+a^2)^2}
=\frac{4a^2-2h^2}{(h^2+a^2)^2}.
\]

This vanishes when \(4a^2=2h^2\), and the one positive solution is

\[
a=\frac{h}{\sqrt2}.
\]

For a smaller offset the coefficient is negative and the centre is a thickness maximum. For a larger one it is positive and the centre is a local minimum. At \(a=0\) the coefficient is \(-2/h^2\), as it must be directly above the source. For \(a\gg h\) it tends to \(4/a^2\), so the film also becomes flat when the source is very far to the side, but the central deposit then falls as \(a^{-4}\).

### What cancels physically

Consider the stationary flux pattern near the point where the axis meets the substrate plane. Rotation averages this pattern over a circle of radius \(r\). Let \(x\) point along the line through the source's projection on that plane, and \(y\) at right angles to it. On the circle the linear terms average to zero, and the displacements satisfy \(\langle x^2\rangle=\langle y^2\rangle=r^2/2\) and \(\langle xy\rangle=0\). A Taylor expansion thus gives

\[
\langle F\rangle=F+\frac{r^2}{4}\left(F_{xx}+F_{yy}\right)+O(r^4).
\]

For a circularly symmetric pattern \(F_{xx}=F''(\rho)\) and \(F_{yy}=F'(\rho)/\rho\), both at \(\rho=a\). Differentiating \(F\propto(h^2+\rho^2)^{-2}\) gives

\[
\frac{F_{yy}}{F}=-\frac4s,\qquad
\frac{F_{xx}}{F}=-\frac4s+\frac{24a^2}{s^2}.
\]

A quarter of their sum is the coefficient found above. Across the line to the source, the flux always curves downwards, because a sideways step in either direction leads away from the source. Along the line it curves upwards once \(a\) exceeds \(h/\sqrt5\), in the outer flank of the beam. At \(a=h/\sqrt2\), where \(s=3h^2/2\), the relative curvatures are

\[
\frac{F_{yy}}{F}=-\frac{8}{3h^2},\qquad
\frac{F_{xx}}{F}=-\frac{8}{3h^2}+\frac{16}{3h^2}=+\frac{8}{3h^2}.
\]

They are equal and opposite. The stationary pattern is a saddle superposed on a slope, and rotation averages both away to this order.

### How flat is the film?

The average can be done in closed form. Put \(A=s+r^2\) and \(B=2ar\). Since \(A-B=h^2+(a-r)^2>0\), the denominator below never vanishes. With \(u=\tan(\varphi/2)\), so that \(\cos\varphi=(1-u^2)/(1+u^2)\) and \(d\varphi=2\,du/(1+u^2)\),

\[
\left\langle\frac1{A-B\cos\varphi}\right\rangle
=\frac1{2\pi}\int_{-\infty}^{\infty}\frac{2\,du}{(A-B)+(A+B)u^2}
=\frac1{\sqrt{A^2-B^2}} .
\]

Differentiate both sides with respect to \(A\) and change the sign:

\[
\left\langle\frac1{(A-B\cos\varphi)^2}\right\rangle
=\frac{A}{(A^2-B^2)^{3/2}},
\qquad
\frac{t(r)}{t(0)}=\frac{s^2A}{(A^2-B^2)^{3/2}} .
\]

Now set \(a^2=h^2/2\) and \(x=r^2/h^2\) (from here on \(x\) is this ratio, not a coordinate). Then \(A=h^2(3/2+x)\), \(B^2=2h^4x\), and

\[
A^2-B^2=h^4\left(\tfrac94+3x+x^2-2x\right)
=h^4\left(\tfrac94+x+x^2\right).
\]

Taking out the values at \(x=0\) leaves

\[
\frac{t}{t(0)}=\left(1+\tfrac23x\right)
\left(1+\tfrac49x+\tfrac49x^2\right)^{-3/2}.
\]

To expand the second factor, use \((1+v)^{-3/2}=1-\frac32v+\frac{15}8v^2+\dots\) with \(v=\frac49x+\frac49x^2\):

\[
1-\tfrac23x-\tfrac23x^2+\tfrac{15}{8}\cdot\tfrac{16}{81}x^2+\dots
=1-\tfrac23x-\tfrac{8}{27}x^2+\dots
\]

Multiplication by \(1+\frac23x\) removes the linear term in \(x\). The coefficient of \(x^2\) becomes \(-\frac8{27}-\frac49=-\frac{20}{27}\), so

\[
\frac{t(r)}{t(0)}=1-\frac{20}{27}\left(\frac rh\right)^4
+O\!\left(\frac{r^6}{h^6}\right).
\]

The film is very flat near the centre, but it is not uniform. It thins steadily outwards, as the logarithmic derivative of the closed form shows:

\[
\frac{d}{dx}\ln\frac{t}{t(0)}
=\frac1{\frac32+x}-\frac32\,\frac{1+2x}{\frac94+x+x^2}
=\frac{-5x-2x^2}{\left(\frac32+x\right)\left(\frac94+x+x^2\right)}<0
\quad(x>0).
\]

For the numerator, the product \(\frac32(1+2x)(\frac32+x)\) equals \(\frac94+6x+3x^2\), and subtracting it from \(\frac94+x+x^2\) leaves \(-5x-2x^2\).

### The best offset for a finite wafer

For a disc of radius \(R\), the answer to your last question is no. Define the spread as maximum minus minimum thickness, divided by the centre thickness. Let \(a^2/h^2=\frac12+\delta\) with small \(\delta\). The quadratic coefficient, multiplied by \(h^2\), is then

\[
\kappa=\frac{4\delta}{(3/2+\delta)^2}\approx\frac{16}{9}\delta .
\]

To leading order for a small disc, the quartic coefficient keeps its value \(-q\), with \(q=20/27\), and the relative deviation from the centre is

\[
g(x)=\kappa x-qx^2,\qquad 0\le x\le X=\frac{R^2}{h^2}.
\]

For \(0\le\kappa\le 2qX\), the largest value is \(\kappa^2/4q\), at \(x=\kappa/2q\). The smallest value is at the edge or at the centre, which gives two cases:

- If \(\kappa\le qX\), the edge is lowest. The spread is \(\kappa^2/4q-\kappa X+qX^2=q(X-\kappa/2q)^2\), which falls as \(\kappa\) grows.
- If \(\kappa\ge qX\), the centre is lowest. The spread is \(\kappa^2/4q\), which rises with \(\kappa\).

Outside this range the spread is larger still: for \(\kappa<0\) it is \(|\kappa|X+qX^2\), and for \(\kappa>2qX\) it is \(\kappa X-qX^2>qX^2\). Among offsets near \(h/\sqrt2\), the minimum is therefore at \(\kappa=qX\), where edge and centre have equal thickness. This means \(\delta=\frac9{16}\cdot\frac{20}{27}X=\frac5{12}X\), or

\[
\frac{a^2}{h^2}\approx\frac12+\frac5{12}\,\frac{R^2}{h^2}.
\]

The spread there is \(qX^2/4\), a quarter of its value \(qX^2\) at \(a=h/\sqrt2\). A slight dip at the centre is traded for less loss at the edge.

"Best" here means best among offsets near \(h/\sqrt2\). A source far enough to the side gives a smaller spread still, because the quadratic coefficient then falls as \(4/a^2\), but the central deposit falls as \(a^{-4}\), so very little of the material reaches the wafer.

### Numbers for one geometry

The effect is geometrical, so I use round parameters and no particular material: \(h=2.0\times10^9\) Å, \(R=5.0\times10^8\) Å, \(\Omega=10\) Å³ and a centre thickness of 1000 Å. The offset that removes the quadratic term is

\[
a=0.7071\times2.0\times10^9\ \text{Å}=1.414\times10^9\ \text{Å}=14.14\ \text{cm}.
\]

The centre thickness is \(t(0)=N\Omega h^2/(\pi s^2)\). With \(s=3h^2/2\), the number of atoms the source must emit is

\[
N=\frac{9\pi}{4}\,\frac{h^2\,t(0)}{\Omega}
=\frac{9\pi}{4}\cdot\frac{(2.0\times10^9)^2\times1000}{10}
\approx2.83\times10^{21}.
\]

The same atoms from a source on the axis would give 2250 Å at the centre. The offset thus costs more than half of the central deposit: the ratio is \(h^4/s^2=4/9\approx0.444\).

At the edge \(R/h=0.25\), and the quartic term predicts a loss of \(0.7407\times0.25^4=0.289\,\%\) relative to the centre. The full average gives \(0.280\,\%\); the difference comes from the higher terms of the series. The three offsets compare as follows.

| Offset | Edge thickness (Å) | Spread (%) |
|---|---|---|
| \(a=0\) | 885.8 | 11.42 |
| \(a=h/\sqrt2\) | 997.2 | 0.280 |
| \(a=0.7253\,h\) | 1000.0 | 0.069 |

The last row is the best offset near \(h/\sqrt2\) for this disc, found from the full average. The small-disc formula gives \(a^2/h^2=0.5+0.4167\times0.0625=0.526\), hence \(a\approx0.725\,h\), in agreement. The spread is close to a quarter of that in the row above. The numerical output below also gives the profiles between centre and edge.

Rotation is essential. With the source at \(a=h/\sqrt2\) and the substrate at rest, the edge nearest the source would receive 1540 Å and the farthest edge 613 Å, for the same 1000 Å at the centre.

### When the result changes

**Other emission laws.** If the source emits in proportion to \(\cos^n\theta\), one factor \(h/d\) in \(F\) becomes \((h/d)^n\). The flux then varies as \((h^2+\rho^2)^{-p}\) with \(p=(n+3)/2\). The same expansion, now with \((1+\varepsilon)^{-p}=1-p\varepsilon+\frac12p(p+1)\varepsilon^2-\dots\), gives the quadratic coefficient

\[
-\frac ps+\frac{p(p+1)a^2}{s^2}.
\]

It vanishes when \((p+1)a^2=h^2+a^2\), that is, when

\[
a=\frac h{\sqrt p}=h\sqrt{\frac{2}{n+3}} .
\]

With the beam axis parallel to the rotation axis, a more forward-directed beam needs a smaller offset, and \(h/\sqrt2\) belongs to \(n=1\). An effusion cell whose beam is narrower than a cosine should not be placed by the Lambertian rule. Both rules also assume that the beam axis is parallel to the rotation axis. For a cell tilted towards the substrate, the emission and arrival angles differ, and the offset must be computed from the flux pattern of the tilted source. The trend with \(n\) can then reverse: for a source aimed at the substrate centre the quadratic term vanishes at \(a=h\) for \(n=1\), at \(a=\sqrt2\,h\) for \(n=3\) and at \(a=2h\) for \(n=5\).

**Incomplete averaging.** If the deposition ends after \(M\) whole turns and a fraction of another, that fraction leaves a part of the stationary slope in the film, of relative order \(1/M\). A source rate that varies in step with the rotation is worse: it weights some angles more than others in every turn, so the linear term in \(r\) need not average out, however many turns are made.

**Source size and gas scattering.** A source that is not small compared with \(h\) has to be treated as a sum of small sources. For an arc or ring concentric with the rotation axis all parts share one offset, and the rule holds unchanged. For a compact source the parts lie at different offsets and the flat position shifts: for a uniform disc of radius \(0.3\,h\) it moves out to \(a\approx0.76\,h\). Scattering in a background gas changes the flux law itself, and the curvature must then be computed again from the new \(F\).

## Computed results

```
source height h: 2.000e+09 angstrom
disc radius R: 5.000e+08 angstrom
film volume per atom: 10.0 angstrom^3
chosen centre thickness: 1000.0 angstrom
ratio R/h: 0.2500 (no unit)
offset of zero curvature, a/h: 0.707107 (no unit)
offset of zero curvature, a: 1.4142e+09 angstrom
same offset: 14.142 cm
quartic coefficient: -0.740741 (no unit)
atoms emitted for that film: 2.8274e+21 (number)
centre thickness, same atoms, a = 0: 2250.0 angstrom
centre deposit relative to a = 0: 0.4444 (no unit)
no rotation, edge nearest source: 1539.5 angstrom
no rotation, edge farthest away: 612.9 angstrom
edge loss, full average: 0.2804 percent
edge loss, quartic term: 0.2894 percent
best offset for this disc, a/h: 0.72526 (no unit)
best offset for this disc, a: 1.4505e+09 angstrom
spread (max-min)/centre, a = 0: 11.4187 percent
spread (max-min)/centre, a = h/sqrt(2): 0.2804 percent
spread (max-min)/centre, best offset: 0.0688 percent
thickness in angstrom, each centre set to the chosen value:
r/R    a = 0     a = h/sqrt(2)   best offset
0.00   1000.000   1000.000        1000.000
0.25    992.233    999.989        1000.163
0.50    969.467    999.821        1000.520
0.75    933.229    999.100        1000.676
1.00    885.813    997.196        1000.000
small disc R/h = 0.05: (a^2/h^2 - 1/2)/(R/h)^2 = 0.4166 (no unit)
small disc: spread at best offset / spread at h/sqrt(2) = 0.2498
```
